# Quasiparticle lifetimes and the imaginary part of the GW self-energy

## The argument under comment

An electron is added to an empty level, and its self-energy $\Sigma$ is known. At the quasiparticle energy $E$ its imaginary part has magnitude $|\mathrm{Im}\,\Sigma(E)|=0.005912$ Ha. The argument for the lifetime runs as follows.

> Without interactions the level evolves as $e^{-i\varepsilon t}$. The self-energy is a correction to the energy, so $\varepsilon$ becomes $\varepsilon+\Sigma(E)$. The negative imaginary part makes the state decay as $e^{-|\mathrm{Im}\,\Sigma(E)|\,t}$. The inverse lifetime is therefore $|\mathrm{Im}\,\Sigma(E)|$, and the lifetime is 169.1 atomic units of time, or 4.09 fs.

The argument is right that an imaginary part of $\Sigma$ signals decay. Two questions remain open. What is the quantity that decays as stated: an amplitude or a probability? And may a self-energy that depends on frequency be replaced by its value at one frequency? Both affect the number.

## What is meant by the lifetime

I use Hartree atomic units, with $\hbar=1$, so energies and rates have the same numerical values. Let $|N\rangle$ be the ground state before the addition, with energy $E_N$, and let $c^\dagger$ create an electron in the level. The level is empty, $c|N\rangle=0$, so $|\phi\rangle=c^\dagger|N\rangle$ is normalized. Apart from a known phase, the amplitude for finding the system still in $|\phi\rangle$ after a time $t>0$ is

$$a(t)=\langle\phi|e^{-i(H-E_N)t}|\phi\rangle .$$

The population is $P(t)=|a(t)|^2$. It is the probability that the whole system is still in $|\phi\rangle$, with the added electron in its level and nothing else excited. It need not equal the occupation of the level: if the electron stays in the level while it excites a boson, $P$ falls although the occupation does not. Refilling of the level by electrons from elsewhere, which can matter in a pump–probe measurement, is not part of $P$ either. By lifetime I mean the time $\tau$ in $P(t)\propto e^{-t/\tau}$, over the period in which the decay is exponential.

Inserting the eigenstates $|s\rangle$ of the system with one more electron, with energies $E_N+\omega_s$, gives

$$a(t)=\sum_s|\langle s|\phi\rangle|^2e^{-i\omega_st}=\int d\omega\,A(\omega)\,e^{-i\omega t},\qquad A(\omega)=\sum_s|\langle s|\phi\rangle|^2\,\delta(\omega-\omega_s).$$

The spectral function $A$ has unit area, because $|\phi\rangle$ is normalized.

The retarded Green's function is $G(t)=-i\theta(t)\langle N|c(t)c^\dagger+c^\dagger c(t)|N\rangle$. Its second term vanishes: $|N\rangle$ is an eigenstate, so $c(t)|N\rangle$ is proportional to $e^{iHt}c|N\rangle=0$. Hence $G(t)=-i\,a(t)$ for $t>0$, and its Fourier transform is

$$G(\omega)=\sum_s\frac{|\langle s|\phi\rangle|^2}{\omega-\omega_s+i0^+},\qquad A(\omega)=-\frac1\pi\,\mathrm{Im}\,G(\omega),$$

since $\mathrm{Im}\,1/(x+i0^+)=-\pi\delta(x)$. The peak in $A$ and the decay of $P$ are thus two views of one function.

Keeping one diagonal element of the self-energy, the Dyson equation reads

$$G(\omega)=\frac{1}{\omega-\varepsilon-\Sigma(\omega)} .$$

For the retarded function $\mathrm{Im}\,\Sigma\le0$. In the time-ordered convention the sign is opposite for holes, which is why absolute values are used below.

## First objection: the self-energy is not a constant

The argument replaces $\Sigma(\omega)$ by $\Sigma(E)$ at all frequencies. The quasiparticle energy is defined by

$$E=\varepsilon+\mathrm{Re}\,\Sigma(E),$$

so the replacement puts the peak in the right place. Its width, however, depends on how the denominator of $G$ changes as $\omega$ moves away from $E$, and part of that change comes from $\Sigma$ itself.

Write $\gamma=|\mathrm{Im}\,\Sigma(E)|$ and $R'=d\,\mathrm{Re}\,\Sigma/d\omega$ at $E$. Assume that the peak is narrow and isolated, so that across it $\mathrm{Re}\,\Sigma$ is nearly linear and $\mathrm{Im}\,\Sigma$ nearly constant. Then

$$\omega-\varepsilon-\Sigma(\omega)\approx\omega-\varepsilon-\mathrm{Re}\,\Sigma(E)-R'(\omega-E)+i\gamma=(1-R')(\omega-E)+i\gamma,$$

where the last step uses the definition of $E$. With

$$Z=\frac{1}{1-R'}$$

the denominator becomes $[(\omega-E)+iZ\gamma]/Z$, and

$$G(\omega)\approx\frac{Z}{\omega-E+iZ\gamma}.$$

The factor $Z$ appears twice. In the numerator it sets the strength of the peak. Beside $\gamma$ it sets the width, because taking the slope $1/Z$ out of the denominator divides the imaginary term by that slope as well. Replacing $\Sigma(\omega)$ by a constant amounts to setting $R'=0$, hence $Z=1$.

The spectral function near the peak follows from $\mathrm{Im}\,[1/(x+ih)]=-h/(x^2+h^2)$:

$$A(\omega)\approx Z\,\frac1\pi\,\frac{Z\gamma}{(\omega-E)^2+(Z\gamma)^2}.$$

This is a Lorentzian of area $Z$. It falls to half its maximum at $\omega-E=\pm Z\gamma$. Its half width is $Z\gamma$, and its full width at half maximum is $2Z\gamma$.

## Second objection: an amplitude is not a population

Now insert this peak into the integral for $a(t)$. With $x=\omega-E$ and $h=Z\gamma$, the integral needed is

$$I(t)=\int_{-\infty}^{\infty}dx\,\frac1\pi\,\frac{h}{(x-ih)(x+ih)}\,e^{-ixt}.$$

For $t>0$ the exponential vanishes far down in the lower half plane, so the contour is closed there. It runs clockwise around the pole at $x=-ih$, which gives

$$I(t)=-2\pi i\cdot\frac{h}{\pi}\,\frac{e^{-ht}}{-2ih}=e^{-ht}.$$

The quasiparticle part of the amplitude and the population are therefore

$$a(t)\approx Z\,e^{-iEt}\,e^{-Z\gamma t},\qquad P(t)\approx Z^2\,e^{-2Z\gamma t}.$$

Squaring the amplitude doubles the rate. The correct inverse lifetime is

$$\boxed{\frac1\tau=\Gamma=2Z\,|\mathrm{Im}\,\Sigma(E)|}$$

and it equals the full width at half maximum of the quasiparticle peak. The half width belongs to the amplitude.

The argument under comment thus lacks two factors. Restoring the 2 alone gives $2|\mathrm{Im}\,\Sigma|$, which is right if $Z=1$. The original $|\mathrm{Im}\,\Sigma|$ gives the right number if $Z=1/2$, where the two omissions cancel.

## Why $Z$ lowers the rate at a given $\mathrm{Im}\,\Sigma(E)$

The algebra puts $Z$ in the rate, but the argument's author may ask for a physical reason. Consider a level $|0\rangle$ coupled to two groups of states. States $|k\rangle$ lie at high energies $e_k$, with real couplings $v_k$; they represent the electron accompanied by a plasmon. States $|q\rangle$ lie around $E$, with weak couplings $u_q$; they represent the electron at lower energy accompanied by an electron–hole pair. The second group is where the electron can decay to.

Leave out the second group at first. A bound state $c_0|0\rangle+\sum_kc_k|k\rangle$ of energy $E_0$ below the plasmon states obeys

$$(E_0-e_k)\,c_k=v_kc_0,\qquad (E_0-\varepsilon)\,c_0=\sum_kv_kc_k .$$

Putting the first equation into the second gives

$$E_0=\varepsilon+\Sigma_{\rm pl}(E_0),\qquad \Sigma_{\rm pl}(\omega)=\sum_k\frac{v_k^2}{\omega-e_k}.$$

Normalization requires

$$1=c_0^2\Big[1+\sum_k\frac{v_k^2}{(E_0-e_k)^2}\Big]=c_0^2\,\big[1-\Sigma_{\rm pl}'(E_0)\big].$$

The weight of the bare level in the dressed state is thus $Z_0=c_0^2=1/[1-\Sigma_{\rm pl}'(E_0)]$, which is the $Z$ factor due to the plasmon states alone.

Now restore the decay channels. They couple to $|0\rangle$, so the matrix element from the dressed state to $|q\rangle$ is $u_qc_0$. The golden rule gives

$$\Gamma_0=2\pi\sum_qu_q^2c_0^2\,\delta(E_0-e_q)=2Z_0\,|\mathrm{Im}\,\Sigma_{\rm pair}(E_0)|,$$

because $\Sigma_{\rm pair}(\omega)=\sum_qu_q^2/(\omega-e_q+i0^+)$ has the imaginary part $-\pi\sum_qu_q^2\delta(\omega-e_q)$. Only the bare-level component of the dressed electron couples to the decay channels. Its rate is therefore $Z_0$ times that of a bare level placed at the same energy $E_0$, which would decay at the golden-rule rate $2|\mathrm{Im}\,\Sigma_{\rm pair}(E_0)|$.

The comparison is made at a fixed energy. The plasmon coupling also moves the level from $\varepsilon$ to $E_0$, where the decay channels may be more or less effective. In the numerical example below, $\varepsilon$ lies at the upper edge of the pair band, where $\mathrm{Im}\,\Sigma_{\rm pair}$ vanishes. With the pair band alone, the level would not decay completely. All pair states lie below $\varepsilon$ and push the level slightly upwards, out of the band, where it forms a bound state that keeps most of the population. The plasmon coupling moves the level down into the band and so makes a complete decay possible, even though it also lowers $Z$ below 1.

## A model in which the claim can fail

The same level serves as a numerical case. It is a model with round parameters, not a material and not a computed GW self-energy. It shares with the correlation part of a GW self-energy the form of a sum of poles with positive weights, placed at the energies of an electron plus an excitation. A GW self-energy also has poles from holes. They are left out here, so that the level is empty before the addition.

Each group of states forms a band with centre $C$, half width $D$ and strength $g$, in which

$$-\mathrm{Im}\,\Sigma(\omega)=g\sqrt{1-x^2/D^2},\qquad x=\omega-C .$$

The full contribution of such a band is

$$\Sigma(\omega)=\frac gD\left[x-\sqrt{x^2-D^2}\right],$$

with the branch of the root that approaches $x$ at large $|x|$. This function has the required imaginary part at $\omega+i0^+$ for $\omega$ inside the band, is analytic off the band, and vanishes at large $|x|$. The pole sum has the same properties. Their difference has no singularity and vanishes at infinity, so it is zero.

Inside the band the root equals $i\sqrt{D^2-x^2}$, and the real part is $gx/D$. Below the band the root is negative, and $\Sigma=(g/D)\,[x+|\sqrt{x^2-D^2}|]$.

The parameters, in hartree and with the Fermi level at zero, are $\varepsilon=0.4$; for the pair band $C=0.2$, $D=0.2$, $g=0.006$; for the plasmon band $C=1.0$, $D=0.5$, $g=0.7$. Solving $E=\varepsilon+\mathrm{Re}\,\Sigma(E)$ gives $E=0.16591$. This can be checked by hand.

- Pair band: $x=-0.03409$. The real part is $0.03\times(-0.03409)=-0.00102$, and $\gamma=0.006\sqrt{1-0.0291}=0.00591$.
- Plasmon band: $x=-0.83409$ and $|\sqrt{x^2-D^2}|=0.6676$. The contribution is $1.4\times(-0.8341+0.6676)=-0.2331$.

The sum of the real parts is $-0.2341$, and $0.4-0.2341=0.1659$, as required. The slope of the real part is

$$R'=\frac{0.006}{0.2}+1.4\left(1-\frac{0.8341}{0.6676}\right)=0.030-0.349=-0.319,$$

so that $Z=1/1.319=0.758$. The rate is

$$\Gamma=2\times0.7581\times0.005912=0.00896\ \text{Ha}=0.244\ \text{eV},$$

and the lifetime is $1/\Gamma=111.6$ atomic units, or 2.70 fs. The argument under comment gives 4.09 fs, which is too long by the factor $2Z=1.52$. Restoring the 2 without $Z$ gives 2.05 fs, which is too short by the factor $Z$.

These numbers rest on the linear expansion, so they need a check that does not use it. The numerical check represents each band by 400 discrete states, diagonalizes the full Hermitian matrix and follows $P(t)$. A straight-line fit to $\ln P$ between one and four lifetimes gives the rate 0.008966. The full width read from the spectral function is 0.008964 Ha. Both agree with $2Z\gamma=0.008964$ well within the tolerances of the tests.

The rule also has to follow $Z$ when $Z$ changes. With three strengths of the plasmon band, the measured full width divided by $|\mathrm{Im}\,\Sigma(E)|$ is:

| plasmon $g$ (Ha) | $2Z$ | full width$/\lvert\mathrm{Im}\,\Sigma\rvert$ |
|---|---|---|
| 0.20 | 1.729 | 1.729 |
| 0.45 | 1.590 | 1.590 |
| 0.70 | 1.516 | 1.516 |

The ratio is neither 1 nor 2, and it moves with $Z$.

The golden rule for the dressed state can be compared too. Without the pair band the weight of the bare level is $Z_0=0.741$, and the golden-rule rate is 0.008765, which is 2.3% below the rate from the pole of $G$. Most of the difference comes from the slope $+0.030$ that the pair band adds to $R'$: it raises $Z$ from 0.741 to 0.758. A positive slope of this kind means that $Z$, unlike $Z_0$, is not strictly a probability: for a level inside the pair band with no plasmon coupling, $Z=1/(1-0.030)=1.03$, and the factor then raises the rate slightly instead of lowering it. This slope is proportional to the strength of the pair band, so the difference should shrink with it. At one tenth of the strength it is 0.22%.

## When the exponential law holds

The population starts at $P(0)=1$, while the exponential law extrapolates back to $Z^2=0.575$. The two are compatible because the law describes the quasiparticle peak, of area $Z$, and leaves out the rest of the spectrum.

| $t$ (a.u.) | $P(t)$ | $Z^2e^{-\Gamma t}$ |
|---|---|---|
| 0 | 1.000 | 0.575 |
| 5 | 0.550 | 0.550 |
| 20 | 0.500 | 0.480 |
| 100 | 0.236 | 0.234 |
| 200 | 0.096 | 0.096 |
| 400 | 0.016 | 0.016 |

The close agreement at $t=5$ does not mark the end of the transient, since at $t=20$ the population is again 4% above the law. Such behaviour is possible because $P$ is the square of a sum: if $a=a_{\rm qp}+a_{\rm rest}$, then $P$ contains the interference term $2\,\mathrm{Re}\,(a_{\rm qp}^*a_{\rm rest})$, which can have either sign. Between $t=100$ and $t=400$ the deviation still oscillates, but it stays below 1.3%.

The initial loss also shows why the lifetime must be taken from the slope of $\ln P$. The population is already below $1/e$ at $t=100$, before one lifetime has passed.

At very late times the law fails again in this model. The spectrum begins at $\omega=0$, where $A$ rises as $\sqrt\omega$. Substituting $\omega=u/t$ in the integral for $a(t)$ shows that this edge contributes a term proportional to $t^{-3/2}$ to the amplitude. At the other band edges, at 0.4, 0.5 and 1.5 Ha, $\mathrm{Im}\,\Sigma$ and hence $A$ also vanish as the square root of the distance from the edge, so each contributes a term of the same power. These terms are part of $a_{\rm rest}$. They eventually outlast any exponential, and the envelope of $P$ then falls as $t^{-3}$.

## How accurate the rule is

The rule is a leading result for weak decay. Its error can be found from the pole of $G$, continued below the real axis, at $z=E+\delta$. A pole at $z$ gives an amplitude proportional to $e^{-izt}$ and hence a population rate $-2\,\mathrm{Im}\,z$. Expanding $z-\varepsilon-\Sigma(z)=0$ about $E$ gives

$$(1-R'-iI')\,\delta=-i\gamma+\tfrac12\Sigma''\delta^2+\tfrac16\Sigma'''\delta^3+\dots,$$

where $I'=d\,\mathrm{Im}\,\Sigma/d\omega$ at $E$. Let the strength of the decay channels be proportional to a small number $\lambda$. Then $\gamma$, $I'$ and all further derivatives of $\mathrm{Im}\,\Sigma$ are of order $\lambda$, while those of $\mathrm{Re}\,\Sigma$ may stay finite. Dividing the first term on the right by $1-R'-iI'=(1-iZI')/Z$ gives

$$\delta\approx\frac{-iZ\gamma}{1-iZI'}=-iZ\gamma+Z^2\gamma I'+O(\lambda^3).$$

The correction of order $\lambda^2$ is real: it moves the pole parallel to the real axis and leaves its imaginary part alone. This is a shift of the pole; the maximum of $A$ need not move by the same amount. The same holds for the curvature term. To leading order $\delta^2=-(Z\gamma)^2$ is real, so the curvature of $\mathrm{Re}\,\Sigma$ gives a real shift of order $\lambda^2$, and its effect on the imaginary part begins at order $\lambda^3$. The cubic term is itself of order $\lambda^3$. Therefore

$$-2\,\mathrm{Im}\,z=2Z\gamma\,[1+O(\lambda^2)].$$

In the example the pole rate exceeds $2Z\gamma$ by $2.8\times10^{-4}$ of the latter. Halving the strength of the pair band reduces this relative error by a factor of 4.1, close to the expected 4.

The expansion also shows where the rule cannot be trusted. It needs $\Sigma$ to be smooth over a range of about $Z\gamma$ around $E$. If the peak lies that close to the edge of a band, or merges with a satellite, the higher terms are no longer small. The peak is then not a Lorentzian, and a single lifetime may not describe the decay.

## What should be changed in the argument

The statement that the state decays as $e^{-|\mathrm{Im}\,\Sigma|t}$ should be replaced by two statements: the quasiparticle amplitude decays as $e^{-Z|\mathrm{Im}\,\Sigma|t}$, and the population decays at twice that rate.

The correction depends on what is known at the start. If $\mathrm{Im}\,\Sigma(E)$ has been computed, it must be multiplied by $2Z$. If the width has been read from a peak in $A(\omega)$, it already contains $Z$, and the full width is the rate as it stands. Multiplying the full width of the example by $Z$ once more would give a lifetime of $2.70/0.758=3.56$ fs, a new error in place of the old one. In the other direction, a measured full width yields $|\mathrm{Im}\,\Sigma(E)|$ after division by $2Z$: here $0.008964/1.516=0.00591$ Ha, the value from which the argument began.

## Calculated quantities

```
bare level energy: 0.400 Ha
pair band centre, half width: 0.2, 0.2 Ha
pair band strength G: 0.006 Ha
plasmon band centre, half width: 1.0, 0.5 Ha
plasmon band strength G: 0.7 Ha
discrete states per band: 400
quasiparticle energy E: 0.16591 Ha
Re Sigma(E): -0.23409 Ha
|Im Sigma(E)|: 0.005912 Ha
slope d Re Sigma/d omega at E: -0.3191 (no unit)
Z: 0.7581 (no unit)
half width Z|Im Sigma| (amplitude rate): 0.004482 Ha
rule 2Z|Im Sigma|: 0.008964 Ha
rule 2Z|Im Sigma|, converted: 0.2439 eV
FWHM read from the spectral function: 0.008964 Ha
-2 Im(pole): 0.008966 Ha
rate fitted to P(t): 0.008966 per a.u. of time
fit window: 111.6 to 446.2 a.u. of time
fitted prefactor of P(t): 0.5752 (no unit)
Z squared: 0.5747 (no unit)
lifetime correct, 1/(2Z|Im Sigma|): 111.6 a.u. = 2.698 fs
lifetime mistaken, 1/|Im Sigma|: 169.1 a.u. = 4.091 fs
lifetime mistaken, 1/(2|Im Sigma|): 84.6 a.u. = 2.046 fs
t = 0 a.u.: P(t) = 1.0000, Z^2 exp(-Gamma t) = 0.5747
t = 5 a.u.: P(t) = 0.5496, Z^2 exp(-Gamma t) = 0.5495
t = 20 a.u.: P(t) = 0.5001, Z^2 exp(-Gamma t) = 0.4804
t = 100 a.u.: P(t) = 0.2362, Z^2 exp(-Gamma t) = 0.2345
t = 200 a.u.: P(t) = 0.0963, Z^2 exp(-Gamma t) = 0.0957
t = 400 a.u.: P(t) = 0.0159, Z^2 exp(-Gamma t) = 0.0159
relative error of rule against pole: 2.83e-04 (no unit)
same, pair strength halved: 6.91e-05 (no unit)
ratio of these errors: 4.10 (no unit)
dressed state without pair band, energy: 0.16667 Ha
dressed state, weight on bare level: 0.7407 (no unit)
golden-rule rate of dressed state: 0.008765 Ha
golden rule against pole: -2.25 percent
same, pair strength / 10: -0.22 percent
plasmon G = 0.20 Ha: Z = 0.8645, 2Z = 1.7291, FWHM/|Im Sigma| = 1.7286
plasmon G = 0.45 Ha: Z = 0.7950, 2Z = 1.5900, FWHM/|Im Sigma| = 1.5899
plasmon G = 0.70 Ha: Z = 0.7581, 2Z = 1.5162, FWHM/|Im Sigma| = 1.5161
```
